# Decades per nanometre: direct tunnelling through a thin rectangular barrier

## The situation

Two conductors are separated by a dielectric film one or two nanometres thick. An electron at the Fermi energy lies below the conduction band of the film, but its wave reaches through the film and a current leaks across. If the film is made one nanometre thicker, by how many powers of ten does the leakage fall?

For a barrier 3 eV high and an effective mass of 0.5 electron masses, the transmission falls by 5.45 decades per nanometre. The current of a planar junction with metallic electrodes falls somewhat faster, because thickness also limits the range of directions in which electrons get through. The two quantities share their leading exponential, but their first corrections are of different kinds.

## Model and decay constant

Equations are in Hartree atomic units, with $\hbar$, the electron mass and the elementary charge equal to one. The film occupies $0<x<d$ and has mass $m_b$ and potential $U$. Both electrodes have mass $m_e$ and potential zero. The electron energy is $E<U$, and the barrier height is measured from that energy, $\phi=U-E$. Transport is elastic and coherent, the interfaces are flat, and image forces, traps and phonons are left out.

For motion along $x$ the effective-mass equation is

$$-\frac12\frac{d}{dx}\left(\frac{1}{m}\frac{d\psi}{dx}\right)+U(x)\psi=E\psi .$$

Integrating it over a vanishing interval around an interface shows that $\psi'/m$ is continuous, since the other terms stay finite. The wavefunction $\psi$ is continuous too. Inside the film the equation becomes

$$\psi''=\kappa^2\psi,\qquad \kappa=\sqrt{2m_b\phi},$$

and in the electrodes $\psi''=-k^2\psi$ with $k=\sqrt{2m_eE}$.

## Transmission at one energy

Define $v=k/m_e$, the electrode velocity, and $w=\kappa/m_b$, its counterpart in the barrier. Let the outgoing wave on the right be $e^{ik(x-d)}$. At $x=d$ it has $\psi=1$ and $\psi'/m_e=iv$. The solution in the film with these values is

$$\psi(x)=\cosh\kappa(x-d)+\frac{iv}{w}\sinh\kappa(x-d).$$

Write $C=\cosh\kappa d$ and $S=\sinh\kappa d$. At $x=0$,

$$\psi(0)=C-\frac{iv}{w}S,\qquad \frac{\psi'(0)}{m_b}=-wS+ivC .$$

On the left $\psi=Ae^{ikx}+Be^{-ikx}$, so $A+B=\psi(0)$ and $iv(A-B)=\psi'(0)/m_b$. Dividing the second equation by $iv$ and adding the first gives

$$A=\frac12\left[C-\frac{iv}{w}S+C+\frac{iw}{v}S\right]
=C+\frac i2\left(\frac wv-\frac vw\right)S .$$

The velocities on the two sides are equal, so $T=1/|A|^2$. With $C^2=1+S^2$,

$$\frac1T=1+\left[1+\frac14\left(\frac wv-\frac vw\right)^2\right]S^2
=1+\left(\frac{v^2+w^2}{2vw}\right)^2S^2 .$$

## The opaque limit and its first correction

Let

$$P=\frac{16v^2w^2}{(v^2+w^2)^2}.$$

The factor multiplying $S^2$ is then $4/P$. Since $4S^2=e^{2\kappa d}-2+e^{-2\kappa d}$,

$$\frac1T=\frac{e^{2\kappa d}}{P}\left[1+(P-2)e^{-2\kappa d}+e^{-4\kappa d}\right].$$

Inversion for large $\kappa d$ gives

$$T=Pe^{-2\kappa d}\left[1-(P-2)e^{-2\kappa d}+O(e^{-4\kappa d})\right].$$

Taking the logarithm and differentiating at fixed energy,

$$-\frac{d\log_{10}T}{dd}=\frac{2\kappa}{\ln10}\left[1-(P-2)e^{-2\kappa d}+O(e^{-4\kappa d})\right].$$

For a given barrier height, the leading slope does not depend on the electrode mass or velocity: these enter $P$, which cancels in the ratio of two thick barriers. In a real junction the choice of electrode can still change the slope, because it can change $\phi$. The correction comes from the wave reflected at the far face, which has crossed the film and returned. It reduces the slope if $P>2$ and increases it if $P<2$, which happens when $v$ and $w$ are badly mismatched.

For thin films the expansion can be avoided. Differentiating $1/T=1+(4/P)S^2$ gives

$$-\frac{d\ln T}{dd}=T\,\frac4P\,2\kappa SC
=2\kappa(1-T)\coth\kappa d,$$

where $(4/P)S^2T=1-T$ was used. As $d\to0$ the middle expression vanishes in proportion to $d$. A very thin barrier hardly reflects, so there is no constant number of decades per nanometre to speak of.

## Numbers for the transmission

Take $\phi=3$ eV $=0.11025$ hartree and $m_b=0.5$. Then

$$\kappa=\sqrt{2(0.5)(0.11025)}=0.33204\ \text{bohr}^{-1}=6.2746\ \text{nm}^{-1},$$

$$\frac{2\kappa}{\ln10}=\frac{2(6.2746)}{2.30259}=5.45\ \text{decades per nm}.$$

One decade corresponds to $1/5.45=0.18$ nm. A thickness error of 0.1 nm changes the transmission by a factor $10^{0.545}=3.5$.

The electrodes are given $m_e=1$ and a Fermi energy 5 eV above their band bottom, and the electron is taken at that energy. These are round model parameters. They give $v=0.6062$, $w=0.6641$ and $P=3.967$. Numerical integration of the wave equation, started from the outgoing wave, gives $T=1.407\times10^{-5}$ at 1 nm and $4.99\times10^{-11}$ at 2 nm, a fall of 5.45 decades.

The same integration, followed by a central difference in $d$, gives the local slope in thinner films. At 0.5 nm it is 5.430 decades per nm. There $e^{-2\kappa d}=e^{-6.275}=0.00188$, and the first correction predicts

$$5.450\,[1-1.967(0.00188)]=5.430 .$$

At 0.2 nm, $e^{-2\kappa d}=0.0813$ and the same formula gives 4.58, against the integrated 4.641. The next terms have begun to matter. A film of 0.2 nm is also comparable with an atomic spacing, where a uniform barrier with an effective mass is itself doubtful.

For films of 1 nm or more, the parameters matter far more than this correction does. Because the slope of this parabolic model is proportional to $\sqrt{m_b\phi}$, a small relative error in either parameter produces half that relative error in the slope. An energy 3 eV below the band edge lies deep in a real gap, where the decay constant bends over towards the valence band. In the two-band form $\kappa^2=2m_b\phi(1-\phi/E_g)$, a band-edge mass of 0.5 and a gap $E_g=9$ eV give 4.45 decades per nm, and the sensitivity to $\phi$ is a quarter rather than a half. The mass $m_b$ should therefore be read as a tunnelling mass at the electron energy, not as the band-edge mass. The integrated fall from 1 to 2 nm is 5.17 decades for 2.7 eV and 5.72 decades for 3.3 eV. With 3 eV and a mass of 0.4 it is 4.87 decades.

## From transmission to planar current

Electrons also arrive obliquely. Let $q$ be the wavevector parallel to the film, conserved at flat interfaces. Inside the film the parallel motion adds $q^2/(2m_b)$ to the energy balance,

$$E=U+\frac{q^2}{2m_b}-\frac{\kappa_q^2}{2m_b}
\quad\Longrightarrow\quad \kappa_q^2=\kappa^2+q^2 .$$

The electrode mass does not enter this relation. In the electrode the normal wavevector obeys $k_q^2=2m_eE-q^2$. Oblique electrons decay faster in the film, so a thicker film passes a narrower beam.

For each $q$ and spin, the states moving towards the film in an interval $dk$ number $dk/(2\pi)$ per unit length and carry velocity $dE/dk$. Their incident rate is therefore $dE/(2\pi)$, or $dE/h$ in ordinary units. At zero temperature a small voltage $V$ opens an energy window $eV$ at the Fermi energy. With two spins the conductance per area is

$$\frac GA=\frac{2e^2}{h}N(d),\qquad
N(d)=\int\frac{d^2q}{(2\pi)^2}\,T(q)
=\frac1{2\pi}\int_0^{q_{\max}}q\,T(q)\,dq ,$$

where $q_{\max}=\sqrt{2m_eE}$ is the largest parallel wavevector that propagates in the electrode.

For a thick film $T(q)\simeq P_qe^{-2\kappa_qd}$, with an exponentially small relative error near $q=0$, where the integral gathers its weight. Set $\kappa_q=\kappa+s$. Then $q\,dq=\kappa_q\,d\kappa_q=(\kappa+s)\,ds$ and $q^2=2\kappa s+s^2$. The factor $e^{-2sd}$ confines $s$ to values of order $1/d$, so the upper limit may be moved to infinity at an exponentially small relative cost, provided the electrode supplies a wide range of directions, $q_{\max}^2\gg\kappa/d$. For the model electrode $q_{\max}^2d/\kappa\approx21$ at 1 nm. For an electrode with a small Fermi surface, such as $m_e=0.26$ and $E=0.1$ eV, the ratio is 0.11; the expansion below then fails, and the conductance falls from 1 to 2 nm by only about 0.02 decade more than the transmission.

The prefactor must be expanded as well, because its variation contributes at the same order as the factor $\kappa+s$. Write $P_q=P(1+cq^2+\dots)$. From the definition of $P$,

$$d\ln P=\frac{w^2-v^2}{w^2+v^2}\left(\frac{d(v^2)}{v^2}-\frac{d(w^2)}{w^2}\right).$$

Since $v^2=k_q^2/m_e^2$ and $w^2=\kappa_q^2/m_b^2$, an increase of $q^2$ changes $v^2$ by the relative amount $-d(q^2)/k^2$ and $w^2$ by $+d(q^2)/\kappa^2$ at $q=0$. Hence

$$c=-\frac{w^2-v^2}{w^2+v^2}\left(\frac1{k^2}+\frac1{\kappa^2}\right).$$

To first order in $s$, $P_q=P(1+2\kappa cs)$, and

$$N=\frac{Pe^{-2\kappa d}}{2\pi}\int_0^\infty
\left[\kappa+(1+2\kappa^2c)s+\dots\right]e^{-2sd}\,ds .$$

The two integrals are $\int_0^\infty e^{-2sd}ds=1/(2d)$ and $\int_0^\infty se^{-2sd}ds=1/(4d^2)$. Therefore

$$N=\frac{P\kappa}{4\pi d}\,e^{-2\kappa d}
\left[1+\frac{\beta}{d}+O(d^{-2})\right],\qquad
\beta=\frac1{2\kappa}+\kappa c .$$

The factor $1/d$ measures the narrowing beam: the transmitted electrons have a mean $q^2$ of about $\kappa/d$. The correction is now algebraic in $1/d$, whereas at fixed energy and direction it was exponentially small.

Between two thicknesses the conductance falls, to this order, by

$$\frac{2\kappa(d_2-d_1)}{\ln10}+\log_{10}\frac{d_2}{d_1}
+\frac{\beta}{\ln10}\left(\frac1{d_1}-\frac1{d_2}\right)$$

decades.

## How good the current correction is

With $m_e=1$, $k^2=v^2=0.3675$; also $w^2=0.4410$ and $\kappa^2=0.11025$. Thus

$$c=-\frac{0.0735}{0.8085}(2.721+9.070)=-1.07\ \text{bohr}^2,$$

$$\beta=1.506-0.356=1.15\ \text{bohr}=0.061\ \text{nm}.$$

The bracket in $N$ is predicted to be 1.061 at 1 nm and 1.030 at 2 nm.

For comparison, the integral over $q$ was evaluated by numerical quadrature with the full $T(q)$. It gives $G/A=5.65\times10^8$ S/m² at 1 nm and $9.90\times10^2$ S/m² at 2 nm. If $P$ is frozen at its $q=0$ value, the bracket becomes $1+1/(2\kappa d)$, and the resulting conductance exceeds the quadrature by 4.11% at 1 nm and 1.50% at 2 nm. The bracket implied by the quadrature is therefore

$$\frac{1.0797}{1.0411}=1.037\quad(1\ \text{nm}),\qquad
\frac{1.0398}{1.0150}=1.024\quad(2\ \text{nm}).$$

The first correction leaves discrepancies of about 0.024 and 0.006. They shrink by about four when the thickness doubles, as a term in $1/d^2$ would. The correction improves the conductance at both thicknesses, but at 1 nm the remainder is still a sizeable fraction of it.

The quadrature gives a fall of 5.756 decades from 1 to 2 nm. The exponential and the factor $1/d$ together give $5.450+0.301=5.751$. Adding the $\beta$ term, 0.013, gives 5.764. For this particular difference the first correction does not improve the estimate, because the neglected second-order terms are of similar size. For these model parameters, the quadrature shows that the low-bias current at zero temperature falls by about 5.76 decades over this interval, 0.3 more than the transmission. Thermal averaging at 300 K lowers this to 5.75. The omitted image force matters more: a semiclassical estimate with dielectric constants between 2 and 4 reduces the fall of the transmission by about 0.2 to 0.3 decade.

## A finite voltage

A voltage $V<\phi$ tilts the barrier. For an electron at the emitter Fermi energy at normal incidence, the local height is $\phi-Vx/d$. The semiclassical exponent is

$$2\int_0^d\sqrt{2m_b\left(\phi-\frac{Vx}{d}\right)}\,dx=2\bar\kappa d .$$

With $y=\phi-Vx/d$ and $dx=-(d/V)\,dy$,

$$\bar\kappa=\frac{\sqrt{2m_b}}{V}\int_{\phi-V}^{\phi}\sqrt y\,dy
=\frac{2\sqrt{2m_b}}{3V}\left[\phi^{3/2}-(\phi-V)^{3/2}\right].$$

Expanding $(1-V/\phi)^{3/2}$ for small $V/\phi$ gives

$$\bar\kappa=\kappa\left[1-\frac{V}{4\phi}+O\left(\frac{V^2}{\phi^2}\right)\right].$$

The first correction has a simple meaning: the mean barrier height is $\phi-V/2$, and the square root halves the relative change.

At 1 V the full expression gives $\bar\kappa=0.3026$ bohr$^{-1}$ and a slope of 4.97 decades per nm. The first correction alone gives $5.450(1-1/12)=5.00$. Numerical integration through the tilted barrier also gives a fall of 4.97 decades between 1 and 2 nm. This is the fall of one transmission probability; the complete current at 1 V would need an integral over energy and direction. Across a film of 1 nm this voltage also means a field of 1 V/nm, near or above the breakdown field of many dielectrics, so the example illustrates the model and is not a safe operating condition for every film.

What is held fixed matters. At fixed field $F$ the exponent is $2\int_0^d\sqrt{2m_b(\phi-Fx)}\,dx$, and its derivative with respect to $d$ is $2\sqrt{2m_b(\phi-Fd)}$. Added thickness then extends the lowest part of the barrier. Once $Fd>\phi$, the electron leaves the forbidden region at $x=\phi/F$, inside the film. The semiclassical exponent then no longer depends on thickness, and the rule for direct tunnelling ceases to apply.

Numbers in the example were calculated in double precision.
